\section*{Uniform Incident Flux in Inert Cavities and the Testing of View Factors}

\section{A spherical cavity}

Take a spherical cavity of radius $R$ with a flat circular mouth cut into it. Outside is a dilute gas, which sends molecules in through the mouth isotropically. Molecules fly without colliding with one another. The wall is inert: in the steady state each small area emits as many molecules as it receives. Emission is diffuse, so the fraction sent into solid angle $d\omega$ at angle $\theta$ to the normal is $(\cos\theta/\pi)\,d\omega$.

For two points on a sphere a distance $r$ apart, the connecting chord makes the same angle with both normals, and $\cos\theta=\cos\theta'=r/2R$. An area $dA'$ subtends $d\omega=\cos\theta'\,dA'/r^2$, so it receives the fraction
\begin{equation}
\frac{\cos\theta\cos\theta'}{\pi r^2}\,dA'=\frac{dA'}{4\pi R^2}.
\end{equation}
The distance has cancelled. A line of sight leaves through the flat mouth if it would have met the missing spherical cap, so every wall point sees the mouth with the same fraction $\varphi=A_{\rm cap}/4\pi R^2$. Let $\Gamma$ be the number of molecules striking unit wall area per unit time, and $\Gamma_0$ the number entering per unit mouth area and time. Every wall point receives the same mixture, so $\Gamma$ is uniform and
\begin{equation}
\Gamma=(1-\varphi)\Gamma+\varphi\,\Gamma_0\quad\Longrightarrow\quad \Gamma=\Gamma_0 .
\end{equation}
The size of the mouth has dropped out. A small mouth admits few molecules, but each stays for many collisions: the escape probability after a hit is $\varphi$, so the mean number of hits is $1/\varphi$.

In a general cavity the view of the mouth varies from point to point, and some points do not see it at all. The result $\Gamma=\Gamma_0$ nevertheless survives, and two separate arguments show why.

\section{First derivation: looking back along the rays}

The gas outside has number density $n$, pressure $p=nkT$ and molecular mass $m$. With $v_n$ the velocity component into the mouth, its Maxwell distribution gives
\begin{equation}
\Gamma_0=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v_n e^{-mv_n^2/2kT}dv_n
=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\frac{p}{\sqrt{2\pi mkT}} .
\label{eq:hk}
\end{equation}
Since the mean speed is $\bar v=\sqrt{8kT/\pi m}$, this is also $n\bar v/4$. The distribution depends on speed alone, so the flux per solid angle is proportional to $\cos\theta$: the mouth acts as a diffuse emitter of strength $\Gamma_0$.

Now stand at a wall point $x$ and look back along direction $\omega$ to the first surface point met, $y(x,\omega)$. Without collisions, the molecular flux per unit solid angle and unit area normal to the ray is constant along it. At a diffuse emitter of strength $J$ this quantity is $J/\pi$. Hence
\begin{equation}
\Gamma(x)=\int_{\rm hemisphere}\frac{\cos\theta}{\pi}\,J\big(y(x,\omega)\big)\,d\omega,
\qquad
J=\begin{cases}\Gamma_0&\text{on the mouth}\\ \Gamma(y)&\text{on the wall.}\end{cases}
\label{eq:gather}
\end{equation}
The shape, including all shadowing, enters through the function $y(x,\omega)$. If $\Gamma=\Gamma_0$ everywhere on the wall, then $J=\Gamma_0$ for every ray, whatever $y$ may be, and
\begin{equation}
\int\frac{\cos\theta}{\pi}d\omega=\frac{1}{\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=1
\label{eq:closure}
\end{equation}
shows that \eqref{eq:gather} is satisfied. Equation \eqref{eq:closure} is closure: every ray ends somewhere.

It remains to exclude other solutions. The difference $d(x)$ of two solutions obeys \eqref{eq:gather} with $J=0$ on the mouth. Suppose $d$ is continuous and $|d|$ has its largest value $M>0$ at $x$. There $M$ is at most $M$ times the fraction of the view filled by wall. So $x$ cannot see the mouth, and $|d|=M$ at every wall point it sees. The same holds for those points, and so on. If every wall point is joined to the mouth by a finite chain of sight lines, the chain ends at a point that sees the mouth, a contradiction. Hence $d=0$. A sealed pocket has no such chain, and its flux is set by whatever gas was trapped in it.

\section{Second derivation: the equilibrium distribution}

The second argument finds the uniform state without view factors. Let walls and outside gas share the temperature $T$, and fill the cavity with
\begin{equation}
f_M(\mathbf v)=n\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mv^2/2kT},
\end{equation}
the same at every position. Free flight requires $\mathbf v\cdot\nabla f=0$, which holds because $f_M$ has no spatial gradient. The mouth supplies $f_M$. A diffuse wall at $T$ returns a Maxwellian at $T$ with the incident number flux, which is again $f_M$. A specular wall reverses the normal velocity, which leaves $f_M$ unchanged. Thus $f_M$ is a steady state, also when a fraction $\alpha$ of hits is diffuse and the rest specular. Since $f_M$ is isotropic, the flux on a surface element does not depend on its orientation, and \eqref{eq:hk} gives $\Gamma_0$ at every wall point.

For uniqueness, let another steady state be $f_M(1+h)$, with $h^2$ integrable in the sums below. Weight molecular states at the boundary with $d\mu=|\mathbf v\cdot\mathbf n|f_M\,dA\,d^3v$. A flight takes an emitted state to an incident one. It keeps $h$ and the speed, and it keeps $d\mu$, because $\cos\theta\,dA\,d\omega=\cos\theta\cos\theta'\,dA\,dA'/r^2$ is symmetric in its two ends. Molecules entering through the mouth have $h=0$. Therefore
\begin{equation}
\int_{\rm emitted,\,wall}h^2d\mu=\int_{\rm incident,\,wall}h^2d\mu+\int_{\rm leaving,\,mouth}h^2d\mu .
\label{eq:quad}
\end{equation}
At a wall point, let $\langle\cdot\rangle$ be the average over velocities with weight $|\mathbf v\cdot\mathbf n|f_M$. The emitted deviation is $\alpha\langle h\rangle$ plus $(1-\alpha)$ times the mirrored incident $h$. The square is convex, so
\begin{equation}
\langle h_{\rm emitted}^2\rangle\le\alpha\langle h\rangle^2+(1-\alpha)\langle h^2\rangle
=\langle h^2\rangle-\alpha\big(\langle h^2\rangle-\langle h\rangle^2\big).
\end{equation}
Inserted in \eqref{eq:quad}, this says that the mouth term plus $\alpha$ times the total variance is at most zero. Neither is negative, so for $\alpha>0$ both vanish. The incident $h$ is then a single constant at each wall point, and the emitted $h$ is the same constant. Where the mouth is visible the constant is zero, and the chain of sight lines carries the zero to the whole wall.

\section{What each derivation assumes}

Both need a steady state, no net consumption at any wall point, isotropic supply at the mouth, and a connected cavity. They differ in the rest.

The first needs diffuse emission but no wall temperature, because \eqref{eq:gather} contains no speeds. Equal temperature is therefore sufficient for uniform number flux and not necessary. The density does feel the temperature: deep in a cavity where all surrounding walls are at $T_w$, $n=4\Gamma_0/\bar v(T_w)\propto T_w^{-1/2}$.

The second needs equal temperatures, and gives uniform density and pressure as well. It admits partly specular walls. The state $f_M$ also survives elastic collisions between molecules. Gain minus loss in a collision is proportional to the product of the two distributions after it minus the product before it. For Maxwellians at one $T$ these products depend on the total energy, which is conserved.

A numerical experiment shows the shared conditions at work. A long trench has the cross-section with corners $(0.5,0)$, $(0.5,-1)$, $(1.6,-0.7)$, $(1.2,-2.5)$, $(0.1,-1.9)$, $(-0.9,-2.6)$, $(-0.5,-1)$, $(-0.5,0)$ in units of the mouth width; the last side, at the top, is the mouth. The chamber is undercut, with a pocket behind the neck. Following 200\,000 random molecules and counting hits gives average fluxes on the seven faces between 1.000 and $1.002\,\Gamma_0$ for diffuse walls, and between 0.996 and $1.006\,\Gamma_0$ when half the hits are specular. A vertical beam of 100\,000 molecules on diffuse walls gives 0.69 to $1.55\,\Gamma_0$: isotropic supply cannot be dropped.

The uniform flux also fixes the mean number of hits per entering molecule, the ratio of hit rate to entry rate:
\begin{equation}
\frac{\Gamma_0A_{\rm wall}}{\Gamma_0A_{\rm mouth}}=\frac{A_{\rm wall}}{A_{\rm mouth}} .
\label{eq:hits}
\end{equation}
For the trench this is 9.107; the diffuse count gave 9.119. For the sphere, a cap of height $b$ has area $2\pi Rb$ and a mouth of area $\pi(2Rb-b^2)$, so the ratio is $2R(2R-b)/[b(2R-b)]=2R/b=1/\varphi$, as found at the start.

\section{The test of view factors}

Divide the wall into zones. Let $F_{ij}$ be the fraction of emission from zone $i$ that lands on zone $j$, and $f_i$ the fraction that leaves through the mouth. By the symmetry used above, $A_iF_{ij}=A_jF_{ji}$. The flux arriving at $i$ is then $\sum_jA_j\Gamma_jF_{ji}/A_i=\sum_jF_{ij}\Gamma_j$ from the walls, plus $f_i\Gamma_0$. Computed factors have a row defect
\begin{equation}
r_i=\sum_jF_{ij}+f_i-1 .
\end{equation}
Write $\mathbf 1$ for the vector of ones and subtract $(I-F)\Gamma_0\mathbf 1$ from both sides of $(I-F)\Gamma=f\,\Gamma_0$:
\begin{equation}
(I-F)(\Gamma-\Gamma_0\mathbf 1)=\Gamma_0(f+F\mathbf 1-\mathbf 1)=\Gamma_0\,r .
\label{eq:error}
\end{equation}
For correct factors, $N=(I-F)^{-1}\mathbf 1=\mathbf 1+F\mathbf 1+F^2\mathbf 1+\dots$ is the mean number of hits before escape, counting the present one. So a small uniform defect $r$ shifts the flux in zone $i$ by about $rN_i\Gamma_0$. The more often molecules strike the wall, the more severe the test.

For the trench, each side was divided into 80 panels. The factors were computed from the angles the panels subtend, with one line-of-sight test between panel midpoints. The largest row defect was 0.0028 and the largest flux error $0.0034\,\Gamma_0$. With the line-of-sight test omitted, a ray can pass out through one wall and be counted again on a second. The largest defect became 0.40 and the largest flux error $68\,\Gamma_0$, a number with no physical meaning beyond exposing the fault.

\section{Amplification in a deep round hole}

Let a hole have diameter $D$, depth $L$ and aspect ratio $\Lambda=L/D$, and measure axial distance as $\zeta=|\Delta z|/D$. Two wall points separated by azimuth $\phi$ have $r^2=D^2(s^2+\zeta^2)$, with $s=\sin(\phi/2)$, and $\cos\theta=\cos\theta'=Ds^2/r$. With $dA'=\tfrac12D^2d\phi\,d\zeta'$, the fraction reaching a ring of height $d\zeta'$ is $K\,d\zeta'$, where
\begin{equation}
K(\zeta)=\frac1{2\pi}\int_0^{2\pi}\frac{s^4\,d\phi}{(s^2+\zeta^2)^2} .
\end{equation}
Put $a=\zeta^2$ and $I(a)=\frac1{2\pi}\int_0^{2\pi}d\phi/(a+s^2)=(a^2+a)^{-1/2}$. Expanding $s^4=[(s^2+a)-a]^2$ gives $K=1-2aI-a^2I'(a)$, or
\begin{equation}
K=1-\frac{2\zeta}{\sqrt{\zeta^2+1}}+\frac{\zeta(2\zeta^2+1)}{2(\zeta^2+1)^{3/2}}
=1-\frac{\zeta(2\zeta^2+3)}{2(\zeta^2+1)^{3/2}} .
\end{equation}
A molecule crossing a disc at distance $\zeta$ would, in an endless tube, land beyond it. The wall-to-disc fraction is therefore
\begin{equation}
G(\zeta)=\int_\zeta^\infty K\,d\zeta'=\frac{\zeta^2+\frac12}{\sqrt{\zeta^2+1}}-\zeta ,
\end{equation}
as differentiation confirms, with $G(0)=\frac12$. The variance of one axial step follows by parts, with $u=\sqrt{\zeta^2+1}$:
\begin{equation}
\sigma^2=2\int_0^\infty\zeta^2K\,d\zeta=4\int_0^\infty\zeta G\,d\zeta
=4\left[\frac{u^3}{3}-\frac u2-\frac{\zeta^3}{3}\right]_{\zeta=0}^{\infty}=\frac23 .
\end{equation}
The bracket tends to zero at large $\zeta$ and equals $-\frac16$ at $\zeta=0$.

Deep in the hole $N$ varies slowly, and a Taylor expansion of $N=1+\int KN\,d\zeta'$ gives $0=1+\frac12\sigma^2N''$, or $N''=-3$. Let $z$ be the depth in units of $D$. To leading order in $1/\Lambda$, $N=0$ at the mouth and $N'=0$ at the bottom, so
\begin{equation}
N=3\left(\Lambda z-\tfrac12z^2\right),\qquad N_{\rm bottom}=\tfrac32\Lambda^2 .
\end{equation}
A small uniform defect $r$ changes the flux equation to $\frac13\Gamma''+r\Gamma=0$. With $\Gamma=\Gamma_0$ at the mouth and zero slope at the bottom,
\begin{equation}
\frac{\Gamma_{\rm bottom}}{\Gamma_0}=
\begin{cases}1/\cos(\Lambda\sqrt{3r}),&r>0\\[2pt]1/\cosh(\Lambda\sqrt{3|r|}),&r<0 .\end{cases}
\label{eq:cos}
\end{equation}
A deficit acts like a probability $|r|$ of losing the molecule at each hit. An excess creates molecules. The steady solution diverges at $\Lambda\sqrt{3r}=\pi/2$ and can be negative beyond.

Take $D=100$ nm and $L=5000$ nm, so $\Lambda=50$. With 500 rings, a single bottom zone, and factors averaged over each ring by Gauss quadrature, the linear equations give $N_{\rm bottom}=3986$. This is 6\,\% above the leading value $1.5\times50^2=3750$. With rings of the same height, $0.1D$, the excess is 12\,\% at $\Lambda=25$ and 3\,\% at $\Lambda=100$. Averaging over such rings lowers each $N_{\rm bottom}$ by about 0.25\,\%. The excess falls slightly more slowly than $1/\Lambda$. The ends shift the boundary conditions by a distance of order $D$, and this distance itself grows slowly with $\Lambda$: since $K$ falls only as $3/8\zeta^4$, its third moment, which enters the shift, diverges logarithmically. An entering molecule makes on average $4\Lambda+1=201$ hits, by \eqref{eq:hits}. To hold the bottom flux to 1\,\%, a uniform row defect must stay below about $0.01/3986=2.5\times10^{-6}$. The Gauss factors have defects below $10^{-14}$ and give a flux uniform to $10^{-12}$.

A cruder rule takes $K$ at ring centres times the ring height $h$, in units of $D$. This is a trapezoidal sum on each side of $\zeta=0$, where $K$ has a cusp with slope $-\frac32$. Each side exceeds its integral by $\frac{h^2}{12}\cdot\frac32$ to leading order, so $r=h^2/4$. With 2500 rings, $h=0.02$ and $r=1.0\times10^{-4}$. Equation \eqref{eq:cos} predicts a bottom flux of $1.54\,\Gamma_0$, and the full linear solution gives $1.60\,\Gamma_0$. A row sum wrong by one part in ten thousand makes the flux wrong by 60\,\%. With 500 rings, $r=0.0025$ lies far beyond the divergence, which \eqref{eq:cos} places at $\pi^2/12\Lambda^2=3.3\times10^{-4}$, and the lowest computed flux is $-6.1\,\Gamma_0$.

\section{What the test cannot see}

If $r=0$ and the factors leave every zone some path to the mouth, so that $I-F$ can be inverted, equation \eqref{eq:error} gives $\Gamma=\Gamma_0$ whatever the separate factors are. This holds for the balance written as $(I-F)\Gamma=f\,\Gamma_0$, a form that has already assumed reciprocity. A solver that sums the emissions $A_j\Gamma_jF_{ji}/A_i$ instead also responds to factors that break reciprocity. Wrong factors with correct row sums that obey reciprocity pass in either form. Replace $K$ by $e^{-2\zeta}$ and $G$ by $\frac12e^{-2\zeta}$, with bottom-to-mouth fraction $e^{-2\Lambda}$. Closure holds because $\int_\zeta^\infty e^{-2\zeta'}d\zeta'=\frac12e^{-2\zeta}$. Reciprocity holds because the kernel depends on distance alone and the disc-to-ring factors are set from it. The inert flux comes out uniform to about $10^{-13}$. But the step variance is $2\int_0^\infty\zeta^2e^{-2\zeta}d\zeta=\frac12$ instead of $\frac23$, so molecules spread too slowly along the hole. The difference appears once walls consume molecules: for a loss probability of $10^{-3}$ per hit at $\Lambda=50$, the bottom flux is $0.081\,\Gamma_0$ with the false kernel and $0.121\,\Gamma_0$ with the true one. Uniform inert flux is a necessary condition on view factors, not a sufficient one.

\section{A saturated hole in atomic layer deposition}

The hole above has roughly the proportions of a memory-capacitor hole coated with alumina from trimethylaluminium, whose molecular mass is 72 u. Take 500 K and 0.1 Torr of precursor in 1 Torr of total gas, as rough operating values. Once the surface has saturated it is nearly inert. With $p=13.3$ Pa, $m=1.20\times10^{-25}$ kg and $kT=6.90\times10^{-21}$ J, equation \eqref{eq:hk} gives
\begin{equation}
\Gamma_0=1.85\times10^{5}\ \mathrm{nm^{-2}\,s^{-1}}=1.85\times10^{19}\ \mathrm{cm^{-2}\,s^{-1}},
\end{equation}
at the bottom as at the top.

The uniform flux in a deep hole is sensitive to small departures from inertness. In this model a residual loss of $10^{-6}$ per hit lowers the bottom flux by 0.4\,\%, and $10^{-4}$ lowers it by 30\,\%, to $0.70\,\Gamma_0$; equation \eqref{eq:cos} gives $0.71\,\Gamma_0$. Before saturation the loss is larger and the flux can be far from uniform.

Gas collisions and molecular size do not by themselves disturb the uniform flux. For a molecular diameter of 0.6 nm and equal masses, both taken for all species, the mean free path is about $32\,\mu$m, and 0.3\,\% of flights are interrupted; by the second derivation such collisions leave the equilibrium state intact. The finite molecule narrows the accessible hole by 0.6\,\%, which leaves an inert cavity of slightly different size.

The steady state also takes time to form. The cavity, of volume $V$ and total surface $S$ including the mouth, holds $nV$ molecules, and $\Gamma_0S$ flights start per unit time. A flight thus lasts $nV/\Gamma_0S=4V/S\bar v$ on average. Deep in the hole a deviation $g$ from the steady flux changes by about $\frac13g''$ per hit. Its slowest mode, $\sin(\pi z/2\Lambda)$, decays over about $12\Lambda^2/\pi^2\approx3000$ hits, so the 3986 hits of an escape from the bottom set the time scale. Coming within a few per cent of the steady flux at the bottom takes about three times as long. With $4V/S=99$ nm and $\bar v=383$ m/s, 3986 flights take about $1\,\mu$s. Temporary adsorption matters more: a binding energy of 0.6 eV and an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, both rough, give $1.1\times10^{-7}$ s per hit and 0.44 ms for the same number of hits. That is short beside a 0.1 s pulse, but it applies only once the surface has saturated, and saturation is much slower. Suppose that free sites hold $q$ molecules per unit area and capture every molecule that hits them. The hole then fills from the top. Above the filling edge, at depth $z$ in units of $D$, the flux falls linearly from $\Gamma_0$ to about zero, and the step variance $\frac23$ gives $q\,dz/dt=\Gamma_0/3z$. The edge reaches the bottom after $3q\Lambda^2/2\Gamma_0$, or about 0.08 s for an assumed $q=4\ \mathrm{nm^{-2}}$. This is the leading order in $1/\Lambda$; end corrections raise it to about 0.086 s. Even with capture at every hit, the uniform flux is thus reached only near the end of such a pulse. A smaller sticking probability delays it further. If a hit is captured with probability $10^{-3}$ times the fraction of free sites, an order of magnitude reported for trimethylaluminium, the bottom flux is still about $0.6\,\Gamma_0$ at 0.1 s and comes within 3\,\% of $\Gamma_0$ only after about 0.18 s.

The delay from temporary adsorption grows exponentially with binding energy only while few adsorption sites are occupied; here $\Gamma_0$ times the time per hit is 0.02 molecules per nm$^2$. A strongly held precursor fills the sites, and the delay is then limited by the supply of molecules needed to fill them.
